# Hydrodynamic Plasmon Dispersion with a Weizsäcker Term, Compared with the RPA: a program that tests the result

```python
"""Density waves of quantum hydrodynamics compared with the RPA.

Result under test (Hartree atomic units, uniform 3D electron gas):
    omega^2 = omega_p^2 + beta^2 q^2 + lambda q^4/4
n0: density, kF: Fermi wavevector (= Fermi velocity), omega_p^2 = 4 pi n0,
beta^2 = kF^2/3 from the Thomas-Fermi energy, lambda: Weizsaecker weight.
The RPA plasmon has beta^2 = 3 kF^2/5 and a different q^4 coefficient;
the formula with 3/5 and lambda = 1 is the RPA moment ratio M3/M1.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

EV = physical_constants["Hartree energy in eV"][0]
rs = 4.0
n0 = 3 / (4 * np.pi * rs**3)
kF = (3 * np.pi**2 * n0) ** (1 / 3)
wp2 = 4 * np.pi * n0
wp = np.sqrt(wp2)
X, WX = np.polynomial.legendre.leggauss(600)


def hydro(q, beta_ratio, lam):
    """Derived dispersion; beta_ratio = beta^2 / kF^2."""
    return np.sqrt(wp2 + beta_ratio * kF**2 * q**2 + lam * q**4 / 4)


# ---------- nonlinear fluid equations on a periodic line ----------
def derivative(f, q):
    k = q * np.arange(len(f) // 2 + 1.0)
    k[-1] = 0.0
    return np.fft.irfft(1j * k * np.fft.rfft(f), len(f))


def fluid_rhs(t, y, q, tf_factor, lam, charge):
    n, v = y.reshape(2, -1)
    k = q * np.arange(len(n) // 2 + 1.0)
    coulomb = np.zeros_like(k)
    coulomb[1:] = 4 * np.pi / k[1:] ** 2
    root = np.sqrt(n)
    potential = tf_factor * 0.5 * (3 * np.pi**2 * n) ** (2 / 3)
    potential -= lam * derivative(derivative(root, q), q) / (2 * root)
    potential += charge * np.fft.irfft(coulomb * np.fft.rfft(n), len(n))
    return np.concatenate([-derivative(n * v, q),
                           -v * derivative(v, q) - derivative(potential, q)])


def simulated_frequency(q, tf_factor, lam):
    phase = 2 * np.pi * np.arange(16) / 16
    start = np.concatenate([n0 * (1 + 3e-4 * np.cos(phase)), np.zeros(16)])

    def crossing(t, y, *args):
        return np.dot(y[:16], np.cos(phase)) / n0

    duration = 1.5 * 2 * np.pi / hydro(q, tf_factor / 3, lam)
    sol = solve_ivp(fluid_rhs, (0, duration), start, method="DOP853",
                    args=(q, tf_factor, lam, 1.0), events=crossing,
                    rtol=1e-10, atol=1e-14)
    times = sol.t_events[0]
    assert sol.success and len(times) >= 3
    return 2 * np.pi / (times[2] - times[0])


simulation_rows = []
for q, factor, lam in [(0.3, 1.0, 1 / 9), (0.3, 1.0, 1.0),
                       (0.3, 1.8, 1.0), (2.0, 1.0, 1 / 9), (2.0, 1.0, 1.0)]:
    measured = simulated_frequency(q, factor, lam)
    formula = hydro(q, factor / 3, lam)
    assert abs(measured / formula - 1) < 1e-5
    simulation_rows.append((q, factor / 3, lam, measured, formula))

# Weizsaecker functional derivative against finite differences of the energy
x = 2 * np.pi * np.arange(64) / 64
dx = x[1]
dens = 1 + 0.4 * np.cos(x) + 0.2 * np.sin(2 * x)
trial = np.cos(2 * x) + 0.3 * np.sin(x)


def weizsaecker_energy(n):
    return np.sum(derivative(n, 1.0) ** 2 / (8 * n)) * dx


step = 1e-4
numeric = (weizsaecker_energy(dens + step * trial)
           - weizsaecker_energy(dens - step * trial)) / (2 * step)
d1 = derivative(dens, 1.0)
d2 = derivative(d1, 1.0)
mu_w = d1**2 / (8 * dens**2) - d2 / (4 * dens)
assert abs(numeric - np.sum(trial * mu_w) * dx) < 1e-6
root = np.sqrt(dens)
bohm = -derivative(derivative(root, 1.0), 1.0) / (2 * root)
assert np.max(np.abs(bohm - mu_w)) < 1e-6

# Free fluid with finite amplitude against one-orbital Schroedinger motion
grid = 2 * np.pi * np.arange(32) / 32
initial = 1 + 0.3 * np.cos(grid)
t_free = 3.0
kk = np.fft.fftfreq(32, 1 / 32)
psi = np.fft.ifft(np.exp(-0.5j * kk**2 * t_free)
                  * np.fft.fft(np.sqrt(initial)))
free_error = {}
for lam in (1.0, 1 / 9):
    sol = solve_ivp(fluid_rhs, (0, t_free),
                    np.concatenate([initial, np.zeros(32)]), method="DOP853",
                    args=(1.0, 0.0, lam, 0.0), rtol=1e-9, atol=1e-11)
    assert sol.success
    free_error[lam] = np.max(np.abs(sol.y[:32, -1] - np.abs(psi) ** 2))
assert free_error[1.0] < 1e-5 and free_error[1 / 9] > 0.05


# ---------- stiffness of a collisionless Fermi sphere ----------
def flux_ratio(s):
    """beta^2/kF^2 at s = omega/(q kF), for s = 0 or s > 1."""
    return np.sum(WX * X**3 / (X - s)) / np.sum(WX * X / (X - s))


assert abs(flux_ratio(0.0) - 1 / 3) < 1e-10
assert abs(flux_ratio(50.0) - 3 / 5) < 1e-3


# ---------- RPA ----------
def eps_sphere(w, q):
    """Dielectric function above the continuum, by Fermi-sphere quadrature."""
    weight = 0.75 * (1 - X**2) * WX
    return 1 - wp2 * np.sum(weight / ((w - q * kF * X) ** 2 - q**4 / 4))


def eps_closed(w, q):
    """Retarded Lindhard dielectric function for real frequency."""
    def h(u):
        log = np.log(abs((u + kF) / (u - kF))) - 1j * np.pi * (abs(u) < kF)
        return 0.75 / kF**3 * (2 * kF * u + (kF**2 - u**2) * log)
    return 1 - wp2 / q**3 * (h(w / q - q / 2) - h(w / q + q / 2))


def upper_edge(q):
    return q * kF + q**2 / 2


def plasmon(q):
    return brentq(eps_sphere, upper_edge(q), 3 * wp, args=(q,),
                  xtol=1e-15, rtol=1e-14)


q_end = brentq(lambda q: eps_sphere(upper_edge(q), q), 0.1, 1.0)
table_q = [0.1, 0.2, 0.3, 0.4]
assert q_end > max(table_q)
for q in table_q:
    assert abs(eps_closed(plasmon(q), q)) < 1e-8
    assert plasmon(q) > hydro(q, 0.6, 1.0)


def quartic(q):
    return (plasmon(q) ** 2 - wp2 - 0.6 * kF**2 * q**2) / q**4


quartic_numeric = (4 * quartic(0.02) - quartic(0.04)) / 3
quartic_formula = 0.25 + 12 / 175 * kF**4 / wp2
assert abs(quartic_numeric - quartic_formula) < 1e-3


def loss(w, q):
    return (-1 / eps_closed(w, q)).imag


def moments(q):
    """First and third loss moments, and plasmon share of the first."""
    low = max(0.0, q**2 / 2 - q * kF)
    points = sorted({low, upper_edge(q)}
                    | ({q * kF - q**2 / 2} if q < 2 * kF else set()))
    m = [sum(quad(lambda w: w**p * loss(w, q), a, b, limit=300,
                  epsabs=1e-12, epsrel=1e-9)[0]
             for a, b in zip(points[:-1], points[1:])) for p in (1, 3)]
    pole = 0.0
    if q < q_end:
        w = plasmon(q)
        d = 1e-5 * w
        slope = (eps_closed(w + d, q) - eps_closed(w - d, q)).real / (2 * d)
        pole = np.pi * w / slope
        m[0] += pole
        m[1] += pole * w**2
    return m[0], m[1], pole / m[0]


moment_rows = []
for q in (0.2, 0.35, 1.5):
    m1, m3, share = moments(q)
    assert abs(m1 / (np.pi * wp2 / 2) - 1) < 1e-5
    assert abs(np.sqrt(m3 / m1) / hydro(q, 0.6, 1.0) - 1) < 1e-5
    moment_rows.append((q, np.sqrt(m3 / m1), hydro(q, 0.6, 1.0), share))


def static_lambda(q):
    """Weizsaecker weight that reproduces the static Lindhard response."""
    stiffness = wp2 / (q**2 * (eps_closed(0.0, q).real - 1))
    return 4 / q**2 * (stiffness - kF**2 / 3)


assert abs(static_lambda(0.05) - 1 / 9) < 2e-3
assert abs(static_lambda(20.0) - 1) < 5e-3

free_rows = []
for q in (1.5, 3.0, 6.0, 12.0):
    best = minimize_scalar(lambda w: -loss(w, q), method="bounded",
                           bounds=(q**2 / 2 - q * kF, upper_edge(q)),
                           options={"xatol": 1e-8})
    e = q**2 / 2
    free_rows.append((q, best.x / e, hydro(q, 0.6, 1.0) / e,
                      hydro(q, 1 / 3, 1 / 9) / e, q * kF / e))
assert abs(free_rows[-1][1] - 1) < 0.01
assert abs(free_rows[-1][2] - 1) < 0.01
assert abs(free_rows[-1][3] - 1 / 3) < 0.01

# ---------- output ----------
print(f"rs = {rs:.1f} bohr; n0 = {n0:.6f} bohr^-3")
print(f"kF = vF = {kF:.5f} atomic units")
print(f"omega_p = {wp:.5f} hartree = {wp * EV:.3f} eV")
print(f"beta^2: TF {kF**2 / 3:.5f}, high-frequency {0.6 * kF**2:.5f} a.u.")
print("Fluid simulation: q (1/bohr), beta^2/vF^2, lambda,"
      " omega simulated, formula (hartree)")
for r in simulation_rows:
    print(f"  {r[0]:.1f}  {r[1]:.4f}  {r[2]:.4f}  {r[3]:.6f}  {r[4]:.6f}")
print("Terms of omega^2 at q = 0.3 (hartree^2), beta^2=3vF^2/5, lambda=1:")
print(f"  {wp2:.6f}  {0.6 * kF**2 * 0.09:.6f}  {0.3**4 / 4:.6f}")
print("Plasmon (hartree): q (1/bohr), RPA, hydro(1/3,1/9),"
      " hydro(1/3,1), hydro(3/5,1)")
for q in table_q:
    print(f"  {q:.1f}  {plasmon(q):.5f}  {hydro(q, 1/3, 1/9):.5f}"
          f"  {hydro(q, 1/3, 1):.5f}  {hydro(q, 0.6, 1):.5f}")
print(f"At q = 0.3: RPA {plasmon(0.3) * EV:.3f} eV,"
      f" hydro(1/3,1/9) {hydro(0.3, 1/3, 1/9) * EV:.3f} eV,"
      f" hydro(3/5,1) {hydro(0.3, 0.6, 1) * EV:.3f} eV")
print(f"Plasmon meets continuum: q = {q_end:.4f} 1/bohr,"
      f" omega = {upper_edge(q_end):.5f} hartree")
print(f"RPA q^4 coefficient: numeric {quartic_numeric:.5f},"
      f" formula {quartic_formula:.5f} a.u.")
print(f"lambda fitted to the q^4 plasmon term: {4 * quartic_formula:.4f}")
s_mid = plasmon(0.2) / (0.2 * kF)
print(f"Flux ratio beta^2/vF^2: s=0 {flux_ratio(0.0):.5f},"
      f" s={s_mid:.3f} (plasmon, q=0.2) {flux_ratio(s_mid):.5f},"
      f" s=50 {flux_ratio(50.0):.5f}")
print("Moments: q (1/bohr), sqrt(M3/M1), hydro(3/5,1) (hartree),"
      " plasmon share of f-sum")
for r in moment_rows:
    print(f"  {r[0]:.2f}  {r[1]:.6f}  {r[2]:.6f}  {r[3]:.5f}")
print(f"Static lambda: q=0.05 {static_lambda(0.05):.5f},"
      f" q=1 {static_lambda(1.0):.5f}, q=20 {static_lambda(20.0):.5f}")
print("Divided by q^2/2: q (1/bohr), RPA loss peak, hydro(3/5,1),"
      " hydro(1/3,1/9), continuum half-width")
for r in free_rows:
    print(f"  {r[0]:4.1f}  {r[1]:.5f}  {r[2]:.5f}  {r[3]:.5f}  {r[4]:.5f}")
print("Free fluid vs Schroedinger, largest density error / mean density:")
print(f"  lambda=1: {free_error[1.0]:.1e};"
      f" lambda=1/9: {free_error[1 / 9]:.3f}")
print("every check passed")
```

Output:

```
rs = 4.0 bohr; n0 = 0.003730 bohr^-3
kF = vF = 0.47979 atomic units
omega_p = 0.21651 hartree = 5.891 eV
beta^2: TF 0.07673, high-frequency 0.13812 a.u.
Fluid simulation: q (1/bohr), beta^2/vF^2, lambda, omega simulated, formula (hartree)
  0.3  0.3333  0.1111  0.232392  0.232392
  0.3  0.3333  1.0000  0.236233  0.236233
  0.3  0.6000  1.0000  0.247650  0.247650
  2.0  0.3333  0.1111  0.893448  0.893448
  2.0  0.3333  1.0000  2.086578  2.086578
Terms of omega^2 at q = 0.3 (hartree^2), beta^2=3vF^2/5, lambda=1:
  0.046875  0.012431  0.002025
Plasmon (hartree): q (1/bohr), RPA, hydro(1/3,1/9), hydro(1/3,1), hydro(3/5,1)
  0.1  0.21975  0.21828  0.21833  0.21973
  0.2  0.23019  0.22358  0.22438  0.22978
  0.3  0.25055  0.23239  0.23623  0.24765
  0.4  0.28759  0.24467  0.25603  0.27454
At q = 0.3: RPA 6.818 eV, hydro(1/3,1/9) 6.324 eV, hydro(3/5,1) 6.739 eV
Plasmon meets continuum: q = 0.4536 1/bohr, omega = 0.32049 hartree
RPA q^4 coefficient: numeric 0.32752, formula 0.32752 a.u.
lambda fitted to the q^4 plasmon term: 1.3101
Flux ratio beta^2/vF^2: s=0 0.33333, s=2.399 (plasmon, q=0.2) 0.61311, s=50 0.60003
Moments: q (1/bohr), sqrt(M3/M1), hydro(3/5,1) (hartree), plasmon share of f-sum
  0.20  0.229782  0.229782  0.99591
  0.35  0.259896  0.259896  0.91772
  1.50  1.274075  1.274075  0.00000
Static lambda: q=0.05 0.11127, q=1 0.42402, q=20 0.99877
Divided by q^2/2: q (1/bohr), RPA loss peak, hydro(3/5,1), hydro(1/3,1/9), continuum half-width
   1.5  1.05675  1.13251  0.53344  0.63972
   3.0  1.00350  1.03136  0.38410  0.31986
   6.0  1.00022  1.00772  0.34609  0.15993
  12.0  1.00001  1.00192  0.33653  0.07996
Free fluid vs Schroedinger, largest density error / mean density:
  lambda=1: 2.5e-11; lambda=1/9: 0.257
every check passed
```
